**Subband truncation in a 10 nm infinite well**

For Boltzmann electrons, the charge fraction above subband $N$ is $R_N=\sum_{n>N}e^{-an^2}/\sum_{n\ge1}e^{-an^2}$, where $a=E_1/(k_BT)$ and $E_1$ is the lowest confinement energy. With mass $0.916\,m_0$ at 300 K, seven subbands omit 0.0024 percent and six omit 0.027 percent, so seven is the smallest count below 0.01 percent. The program asserts that a finite-difference Hamiltonian reproduces the levels, the omitted fractions and this count, and that the analytic bounds enclose the direct sums. It also compares the subband densities with explicit sums over in-plane states, and the finite-barrier levels with a variable-mass Hamiltonian. Further assertions cover the temperature limits of the count and the larger omitted fraction beside a wall. The output shows that a silicon film with all six valleys needs ten subbands in the same idealized well. With rough parameters for a finite barrier and nonparabolicity together, the heavy-mass ladder needs eight subbands instead of seven.

## Numerical verification

```python
# Result under test: in a flat infinite well (L = 10 nm, confinement mass
# 0.916 m0, 300 K, Boltzmann statistics, one ladder of subbands) the charge
# fraction above subband N is
#   R_N = sum_{n>N} exp(-a n^2) / sum_{n>=1} exp(-a n^2),  a = E_1/(kB T),
# and N = 7 is the smallest count with R_N < 1e-4.
# Energies are in eV, lengths in m, masses in kg unless a label says otherwise.
import numpy as np
from scipy.constants import hbar, m_e, e, k as k_B, epsilon_0, pi
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq

width = 10e-9
temperature = 300.0
mass = 0.916 * m_e
limit = 1e-4
kT = k_B * temperature / e
n = np.arange(1, 61)


def omitted(weights):
    """Entry N is the fraction of the total left out by the first N weights."""
    suffix = np.cumsum(weights[::-1])[::-1]
    return suffix / suffix[0]


def smallest_count(weights):
    return int(np.argmax(omitted(weights) < limit))


def hard_wall_levels(m):
    return (n * pi * hbar / width) ** 2 / (2 * m * e)


levels = hard_wall_levels(mass)
a = levels[0] / kT
weights = np.exp(-levels / kT)
Z = weights.sum()
R = omitted(weights)
count = smallest_count(weights)

# Finite-difference Hamiltonian with hard walls and optional potential
points = 1500
h = width / (points + 1)
z = h * np.arange(1, points + 1)


def grid_states(potential, number=24):
    t = hbar**2 / (2 * mass * h**2 * e)
    return eigh_tridiagonal(2 * t + potential, -t * np.ones(points - 1),
                            select='i', select_range=(0, number - 1))


grid_E, grid_psi = grid_states(np.zeros(points))
grid_w = np.exp(-grid_E / kT)
grid_R = omitted(grid_w)
assert np.allclose(grid_E[:9], levels[:9], rtol=1e-4)
assert np.allclose(grid_R[:9], R[:9], rtol=1e-3)
assert smallest_count(grid_w) == count == 7

# Theta-sum estimate and rigorous tail bounds
Z_closed = (np.sqrt(pi / a) - 1) / 2
assert abs(Z_closed / Z - 1) < 1e-12


def tail_bounds(N):
    first = np.exp(-a * (N + 1) ** 2) / Z_closed
    return first, first / (1 - np.exp(-a * (2 * N + 3)))


for N in range(1, 10):
    low, high = tail_bounds(N)
    assert low < R[N] < high
assert tail_bounds(6)[0] > limit > tail_bounds(7)[1]
needed_index = np.sqrt(np.log(1 / (limit * Z_closed)) / a)

# Explicit sums over in-plane states of a periodic square, spin included
side = 100e-9
k_line = 2 * pi * np.arange(-80, 81) / side


def plane_sum(occupation, mx, my):
    kx, ky = np.meshgrid(k_line, k_line)
    kinetic = hbar**2 * (kx**2 / mx + ky**2 / my) / (2 * e)
    return 2 * occupation(kinetic).sum() / side**2


def plane_density(m):
    return m * k_B * temperature / (pi * hbar**2)


m_t = 0.19 * m_e
boltz = plane_sum(lambda x: np.exp(-(levels[2] + x) / kT), m_t, m_t)
assert abs(boltz / (plane_density(m_t) * weights[2]) - 1) < 1e-8
m_dos = np.sqrt(m_t * mass)
aniso = plane_sum(lambda x: np.exp(-x / kT), m_t, mass)
assert abs(aniso / plane_density(m_dos) - 1) < 1e-8
fermi = plane_sum(lambda x: 1 / (1 + np.exp(x / kT - 1.0)), m_t, m_t)
assert abs(fermi / (plane_density(m_t) * np.log1p(np.exp(1.0))) - 1) < 1e-8

# Range of a, hence of temperature and width, where seven is the right count
def R_of_a(N, x):
    return omitted(np.exp(-x * n**2))[N]


a_low = brentq(lambda x: R_of_a(7, x) - limit, 0.05, 0.5)
a_high = brentq(lambda x: R_of_a(6, x) - limit, 0.05, 0.5)
T_max, T_min = temperature * a / a_low, temperature * a / a_high
L_max, L_min = width * np.sqrt(a / a_low), width * np.sqrt(a / a_high)


def count_at(T):
    return smallest_count(np.exp(-levels * e / (k_B * T)))


assert count_at(0.99 * T_max) == 7 and count_at(1.01 * T_max) == 8
assert count_at(1.01 * T_min) == 7 and count_at(0.99 * T_min) == 6
assert np.all(np.diff([R_of_a(7, x) for x in np.linspace(0.05, 0.5, 40)]) < 0)

# Local density beside the wall: analytic n^2 weighting against eigenvectors
wall_R = omitted(n**2 * weights)
grid_wall_R = omitted(grid_w * grid_psi[0] ** 2)
assert np.allclose(wall_R[7:9], grid_wall_R[7:9], rtol=2e-3)
assert wall_R[7] > R[7]

# All six silicon valleys: two with heavy and four with light confinement mass
light_levels = hard_wall_levels(m_t)
heavy_charge = 2 * plane_density(m_t) * weights
light_charge = 4 * plane_density(m_dos) * np.exp(-light_levels / kT)
all_charge = np.concatenate([heavy_charge, light_charge])
order = np.argsort(-all_charge)
film_R = omitted(all_charge[order])
film_count = smallest_count(all_charge[order])
film_heavy = int(np.sum(order[:film_count] < len(n)))
light_share = light_charge.sum() / all_charge.sum()

# Fermi statistics in the two heavy-mass valleys of the flat well
def fermi_weights(eta):
    return np.log1p(np.exp(eta - levels / kT))


def fermi_density(eta):
    return 2 * plane_density(m_t) * fermi_weights(eta).sum()


sheet = 1e15
eta_example = brentq(lambda x: fermi_density(x) - sheet, -15, 10)
eta_dense = brentq(lambda x: fermi_density(x) - 10 * sheet, -15, 10)
R_fermi = omitted(fermi_weights(eta_example))[7]
R_dense = omitted(fermi_weights(eta_dense))[7]
assert R[7] < R_fermi < R_dense
eta_fail = brentq(lambda x: omitted(fermi_weights(x))[7] - limit, -5, 10)
density_fail = fermi_density(eta_fail)

# Finite barrier: phase condition against a variable-mass Hamiltonian
barrier, m_b = 3.1, 0.5 * m_e


def barrier_level(index):
    def phase(q):
        depth = barrier * e - (hbar * q) ** 2 / (2 * mass)
        kappa = np.sqrt(2 * m_b * depth) / hbar
        return q * width - index * pi + 2 * np.arctan(q * m_b / (kappa * mass))
    q = brentq(phase, 1e3, index * pi / width)
    return (hbar * q) ** 2 / (2 * mass * e)


soft_levels = np.array([barrier_level(i) for i in range(1, 21)])
step = 1e-11
node = np.arange(1, 1400)
V = np.where((node > 200) & (node < 1200), 0.0, barrier)
V[(node == 200) | (node == 1200)] = barrier / 2
link = np.arange(0, 1400)
inverse_mass = np.where((link >= 200) & (link < 1200), 1 / mass, 1 / m_b)
hop = hbar**2 * inverse_mass / (2 * step**2 * e)
soft_grid = eigh_tridiagonal(hop[:-1] + hop[1:] + V, -hop[1:-1],
                             eigvals_only=True, select='i',
                             select_range=(0, 8))
assert np.allclose(soft_grid, soft_levels[:9], rtol=1e-3)
soft_w = np.exp(-soft_levels / kT)

# Nonparabolic band E(1 + alpha E) = gamma
alpha = 0.5


def bent_energy(gamma):
    return (np.sqrt(1 + 4 * alpha * gamma) - 1) / (2 * alpha)


def bent_weights(gamma):
    E = bent_energy(gamma)
    return (1 + 2 * alpha * (E + kT)) * np.exp(-E / kT)


direct = plane_sum(lambda x: np.exp(-bent_energy(levels[7] + x) / kT), m_t, m_t)
assert abs(direct / (plane_density(m_t) * bent_weights(levels)[7]) - 1) < 1e-7
bent_w = bent_weights(levels)
both_w = bent_weights(soft_levels)

# Self-consistent bending by the example's own charge, then a gate field
eps = 11.7 * epsilon_0
bands = np.zeros((3, points))
bands[0, 1:] = bands[2, :-1] = -1 / h**2
bands[1] = 2 / h**2
U = np.zeros(points)
for _ in range(10):
    E_sc, psi_sc = grid_states(U)
    w_sc = np.exp(-(E_sc - E_sc[0]) / kT)
    density = sheet * (psi_sc**2 @ w_sc) / (w_sc.sum() * h)
    U_new = solve_banded((1, 1), bands, e * density / eps)
    change = np.max(np.abs(U_new - U))
    U = U_new
assert change < 1e-8
assert abs(U[0] / h / (e * sheet / (2 * eps)) - 1) < 1e-4
E_sc = grid_states(U)[0]
R_sc = omitted(np.exp(-(E_sc - E_sc[0]) / kT))[7]
field = 1e7
E_tilt = grid_states(field * z)[0]
tilt_w = np.exp(-(E_tilt - E_tilt[0]) / kT)
assert omitted(tilt_w)[7] < R[7]

w400 = np.exp(-levels * e / (k_B * 400.0))

print(f"well width {width*1e9:.1f} nm; mass {mass/m_e:.3f} m0; T {temperature:.0f} K")
print(f"allowed omitted fraction {100*limit:.2f} percent")
print(f"thermal energy kT = {1e3*kT:.3f} meV")
print(f"E_1 = {1e3*levels[0]:.4f} meV = {levels[0]*e:.4e} J")
print(f"a = E_1/kT = {a:.5f}")
print(f"Z direct = {Z:.6f}; Z closed = {Z_closed:.6f}")
print(f"neglected exponential exp(-pi^2/a) = {np.exp(-pi**2/a):.1e}")
print("n | E_n (meV) | exp(-a n^2) | share (percent) | omitted after n (percent)")
for i in range(9):
    print(f"{i+1} | {1e3*levels[i]:.2f} | {weights[i]:.4e} | "
          f"{100*weights[i]/Z:.5f} | {100*R[i+1]:.6f}")
print(f"finite-difference omitted after 6: {100*grid_R[6]:.6f} percent")
print(f"finite-difference omitted after 7: {100*grid_R[7]:.6f} percent")
print(f"lower bound N=6: {100*tail_bounds(6)[0]:.6f} percent")
print(f"upper bound N=7: {100*tail_bounds(7)[1]:.6f} percent")
print(f"N+1 must exceed {needed_index:.4f}")
print(f"smallest sufficient number of subbands = {count}")
print(f"seven is right for a from {a_low:.5f} to {a_high:.5f}")
print(f"at 10 nm: T from {T_min:.1f} to {T_max:.1f} K")
print(f"at 300 K: width from {L_min*1e9:.2f} to {L_max*1e9:.2f} nm")
print(f"beside wall, omitted after 7: {100*wall_R[7]:.5f} percent")
print(f"beside wall, omitted after 8: {100*wall_R[8]:.5f} percent")
print(f"light confinement mass {m_t/m_e:.2f} m0; its E_1 {1e3*light_levels[0]:.2f} meV")
print(f"share of film charge in four other valleys {100*light_share:.2f} percent")
print(f"whole film: {film_count} subbands = {film_heavy} heavy-mass + "
      f"{film_count-film_heavy} light-mass")
print(f"whole film omitted: {100*film_R[film_count]:.5f} percent; "
      f"with one fewer {100*film_R[film_count-1]:.5f} percent")
print(f"example sheet density {sheet/1e4:.1e} cm^-2")
print(f"(mu-E_1)/kT at that density {eta_example-a:.3f}")
print(f"Fermi, omitted after 7: {100*R_fermi:.6f} percent")
print(f"Fermi at {10*sheet/1e4:.1e} cm^-2, after 7: {100*R_dense:.6f} percent")
print(f"flat-well density where seven fail {density_fail/1e4:.2e} cm^-2")
print(f"barrier {barrier:.1f} eV, barrier mass {m_b/m_e:.1f} m0: "
      f"E_8 = {1e3*soft_levels[7]:.2f} meV")
print(f"finite barrier: after 7 {100*omitted(soft_w)[7]:.5f} percent; "
      f"count {smallest_count(soft_w)}")
print(f"nonparabolicity {alpha:.1f} per eV: E_8 = {1e3*bent_energy(levels[7]):.2f} meV")
print(f"nonparabolic: after 7 {100*omitted(bent_w)[7]:.5f} percent; "
      f"count {smallest_count(bent_w)}")
print(f"barrier and nonparabolic: after 7 {100*omitted(both_w)[7]:.5f} percent; "
      f"after 8 {100*omitted(both_w)[8]:.5f}; count {smallest_count(both_w)}")
print(f"relative permittivity {eps/epsilon_0:.1f}; "
      f"self-consistent bump {1e3*U.max():.3f} meV")
print(f"self-consistent: after 7 {100*R_sc:.6f} percent")
print(f"gate field {field/1e8:.2f} MV/cm: after 7 {100*omitted(tilt_w)[7]:.6f} "
      f"percent; count {smallest_count(tilt_w)}")
print(f"at 400 K: after 7 {100*omitted(w400)[7]:.5f} percent; "
      f"count {smallest_count(w400)}")
print("success")
```

Running it gives:

```
well width 10.0 nm; mass 0.916 m0; T 300 K
allowed omitted fraction 0.01 percent
thermal energy kT = 25.852 meV
E_1 = 4.1051 meV = 6.5771e-22 J
a = E_1/kT = 0.15879
Z direct = 1.723967; Z closed = 1.723967
neglected exponential exp(-pi^2/a) = 1.0e-27
n | E_n (meV) | exp(-a n^2) | share (percent) | omitted after n (percent)
1 | 4.11 | 8.5317e-01 | 49.48890 | 50.511104
2 | 16.42 | 5.2984e-01 | 30.73394 | 19.777168
3 | 36.95 | 2.3951e-01 | 13.89320 | 5.883971
4 | 65.68 | 7.8811e-02 | 4.57151 | 1.312459
5 | 102.63 | 1.8876e-02 | 1.09494 | 0.217517
6 | 147.78 | 3.2910e-03 | 0.19090 | 0.026622
7 | 201.15 | 4.1764e-04 | 0.02423 | 0.002396
8 | 262.73 | 3.8579e-05 | 0.00224 | 0.000158
9 | 332.52 | 2.5941e-06 | 0.00015 | 0.000008
finite-difference omitted after 6: 0.026625 percent
finite-difference omitted after 7: 0.002397 percent
lower bound N=6: 0.024226 percent
upper bound N=7: 0.002399 percent
N+1 must exceed 7.3873
smallest sufficient number of subbands = 7
seven is right for a from 0.13542 to 0.17990
at 10 nm: T from 264.8 to 351.8 K
at 300 K: width from 9.40 to 10.83 nm
beside wall, omitted after 7: 0.03845 percent
beside wall, omitted after 8: 0.00319 percent
light confinement mass 0.19 m0; its E_1 19.79 meV
share of film charge in four other valleys 56.64 percent
whole film: 10 subbands = 7 heavy-mass + 3 light-mass
whole film omitted: 0.00157 percent; with one fewer 0.01207 percent
example sheet density 1.0e+11 cm^-2
(mu-E_1)/kT at that density -4.413
Fermi, omitted after 7: 0.002406 percent
Fermi at 1.0e+12 cm^-2, after 7: 0.002503 percent
flat-well density where seven fail 3.52e+13 cm^-2
barrier 3.1 eV, barrier mass 0.5 m0: E_8 = 253.73 meV
finite barrier: after 7 0.00334 percent; count 7
nonparabolicity 0.5 per eV: E_8 = 235.09 meV
nonparabolic: after 7 0.00885 percent; count 7
barrier and nonparabolic: after 7 0.01153 percent; after 8 0.00148; count 8
relative permittivity 11.7; self-consistent bump 2.319 meV
self-consistent: after 7 0.002422 percent
gate field 0.10 MV/cm: after 7 0.001630 percent; count 7
at 400 K: after 7 0.02715 percent; count 8
success
```
